Why Wigner-Seitz Truncated Exchange Converges Exponentially and Auxiliary Functions Do Not

**Q.** The exchange energies computed for my insulating crystals creep with the k-point mesh under one treatment of the Coulomb singularity and settle at once under another. What is approximated, and where do the treatments differ?

**A.** I use Rydberg units: H = −∇² + V, Coulomb kernel v(s) = 2/s, Fourier transform 8π/Q². The crystal is closed-shell with N_occ filled bands per spin, the orbitals are held fixed, and energies are per cell of volume Ω. With Bloch functions normalised on the cell, the one-spin density matrix is

ρ(r,r′) = Ω/(2π)³ ∫_BZ d³k P_k(r,r′),  P_k(r,r′) = Σ_n ψ_nk(r) ψ*_nk(r′).

The exchange energy is −½ Σ_spin ∫∫|ρ|²v, and two equal spins cancel the ½:

E∞ = −∫d³s n(s) v(s),  n(s) = ∫_cell d³r |ρ(r,r+s)|².

A Γ-centred mesh of N_k points is the reciprocal lattice of a supercell with lattice vectors T and volume V = N_kΩ; let L be the length of the shortest nonzero T. The Bloch condition gives P_k(r,r′+T) = e^{−ik·T}P_k(r,r′), and Poisson summation gives Σ_T e^{−ik·T} = (2π)³/V Σ_j δ(k−k_j). Therefore

Σ_T ρ(r,r′+T) = (Ω/V) Σ_j P_kj(r,r′) = (1/N_k) Σ_j P_kj(r,r′) ≡ ρ_L(r,r′).

The mesh density matrix is the true one plus its periodic images. Build n_L from ρ_L as n from ρ; it is periodic in T. Integrate it over the Wigner-Seitz (WS) cell of the supercell: orthogonality over the supercell gives N_k δ_kk′ δ_nm, which leaves (1/N_k²)·N_k·Σ_kn 1 = N_occ. The same step with the zone integral gives ∫n = N_occ.

A plane-wave code sums over supercell reciprocal vectors Q. The transform S(Q) = ∫_WS n_L e^{−iQ·s}d³s is the summed squared pair density (1/N_k)Σ_k Σ_nm |⟨ψ_m,k+Q|e^{iQ·r}|ψ_nk⟩|², with S(0) = N_occ; it is real and even because n_L(−s) = n_L(s). For kernel coefficients K_Q, inserting the definition of S gives

E = −(1/V) Σ_Q S(Q) K_Q = −∫_WS n_L(s) K(s) d³s,  K(s) = (1/V) Σ_Q K_Q e^{iQ·s}.

There are two sources of error, n_L ≠ n and K ≠ v. The first is common to both schemes, which differ in K alone. WS truncation sets K = v inside the WS cell and repeats it periodically. The auxiliary-function method keeps K_Q = 8π/Q² for Q ≠ 0 and chooses the one number K₀.

**Q.** Then much hangs on how fast ρ falls off. What fixes that in an insulator?

**A.** The distance of the nearest singularity of P_k from the real k axis. For a general gapped crystal I take |ρ(r,r′)| ≤ C e^{−κ|r−r′|} as an assumption, κ being the rate in the slowest direction. In one dimension, for the lowest band, it can be derived:

ρ(x, x+na) = (a/2π) ∫ dk P_k(x,x) e^{−ikna},  0 ≤ k ≤ 2π/a.

Move the contour to k − iη. The vertical sides cancel because the integrand has period 2π/a, and the exponential acquires the factor e^{−ηna}. This is allowed until P_k turns singular. The bands solve μ(E) = cos ka, where μ is half the trace of the transfer matrix over one period. The inversion E(k) fails where μ′(E) = 0. In the first gap μ < −1, and at its minimum μ₀ = μ(E₀) the wavevector is k₀ = π/a − iκ, where cos k₀a = −cosh κa, so

κa = arccosh |μ₀|.

Near this point μ − μ₀ ∝ (E−E₀)², while cos ka − μ₀ ∝ k − k₀ since sin k₀a ≠ 0; hence E₁ − E₂ ∝ (k−k₀)^{1/2}, and the two bands join there. In their two-state space, with Hamiltonian h(k), the projector is P = (h−E₂)/(E₁−E₂). The numerator tends to W = h(k₀) − E₀. It is not zero, because the equation at E₀ has two independent solutions with different Bloch factors e^{±ik₀a}, so just one belongs to k₀. Both eigenvalues of W vanish, so W² = 0. Thus P ∝ W (k−k₀)^{−1/2}, and wrapping the contour round the cut k = k₀ − iy gives

ρ(x,x+na) ∝ e^{−iπn} e^{−κna} ∫₀^∞ y^{−1/2} e^{−yna} dy = (−1)ⁿ e^{−κna} √(π/na)

at leading order in 1/n. The factor left out is W(x,x), which depends on the position in the cell. Its cell average is tr W = 0, so it changes sign within the cell, and at its zeros the leading term vanishes; x = 0, used below, is not such a point.

My model is simple cubic with round parameters and stands for no material: a = 5 bohr, V = −V₀(cos Gx + cos Gy + cos Gz), G = 2π/a, V₀ = 1 Ry, lowest band doubly filled, N×N×N meshes, L = Na. Energies add and ρ, n, S factorise into 1D parts. The 1D band edges are −0.27527, −0.17277 and 0.80296 Ry, so the 3D gap is 2(−0.27527) + 0.80296 − 3(−0.17277) = 0.7707 Ry. Since |x|+|y|+|z| ≥ |r|, the 1D rate serves in the 3D bound. Integrating the Schrödinger equation gives μ₀ = −3.33511, so κa = ln(3.33511 + √(3.33511²−1)) = ln 6.517 = 1.8744 and κ = 0.37488 /bohr. Plane waves give ρ(0,6a) = 6.6539×10⁻⁷ and ρ(0,10a) = 2.8790×10⁻¹⁰ /bohr; multiplied by √6 and √10 their ratio is 1790, and ln 1790/(20 bohr) = 0.3745 /bohr, 0.1% below κ.

**Q.** How does that decay turn into convergence of the truncated energy?

**A.** With K = v in the cell, subtract E∞, split into its parts inside and outside:

E_WS − E∞ = −∫_WS (n_L − n) v + ∫_out n v.

The WS cell contains the ball of radius L/2, so the outside part is bounded by

∫_{L/2}^∞ 4πs² (2/s) ΩC² e^{−2κs} ds = 8πΩC² e^{−κL} [L/(4κ) + 1/(4κ²)].

Half the distance at twice the rate gives e^{−κL}. For the inside part, the image sum gives

n_L − n = Σ_{(T,T′)≠(0,0)} ∫_cell ρ*(r,r+s+T) ρ(r,r+s+T′) d³r.

If one vector is zero, the triangle inequality |s| + |s+T| ≥ |T| bounds these terms by 2ΩC² Σ_{T≠0} e^{−κ|T|}, of order e^{−κL}. If both are nonzero, use the defining property of the WS cell, |s| ≤ |s+T|. Then |T| ≤ |s| + |s+T| ≤ 2|s+T|, each factor is at most C e^{−κ|T|/2}, and the double sum is at most ΩC²(Σ_{T≠0} e^{−κ|T|/2})², again of order e^{−κL}. At fixed supercell shape ∫_WS v ∝ L², so

|E_WS − E∞| ≤ const × L² e^{−κL}.

This is a bound, not the value. It is exponential in L, which is aN_k^{1/3} for the N×N×N meshes of the model, not in N_k, and L is the shortest supercell vector: in the cubic model, adding points along just one axis of an N×N×N mesh leaves it unchanged. In a crystal with unequal or skew axes it can grow, so there L has to be found from the supercell lattice itself. A shifted mesh attaches phases of modulus one to the images, so the bound survives.

For the model the actual size can be estimated heuristically. Take the image at distance L along an axis. Near s = 0 one factor is of order one and the other carries (−1)^N L^{−1/2} e^{−κL}. In the middle of the range both factors are asymptotic, and their product, s^{−1/2}(L−s)^{−1/2} times two kernels W, does not vanish when averaged over r in the cell at fixed s: up to a constant factor the two kernels give the autocorrelation of W(x,x) at shift s, which changes sign within one period of s. Averaged over a period of s as well, it is proportional to tr W² = 0, so against the slowly varying Coulomb kernel it oscillates away at leading order. The squared images and the tail lie near the faces, where n ~ e^{−κL}/L and v ~ 1/L, so they carry higher inverse powers of L. The estimate is

E_WS − E∞ ≈ b (−1)^N L^{−1/2} e^{−κL},

with a constant b that this argument does not fix; in the model it is negative.

To evaluate the model, write 1/s = (2/√π)∫₀^∞ e^{−t²s²}dt. The WS cell is a cube and n_L a product of 1D factors n₁L, so E_WS = −(4/√π)∫₀^∞ J(t)³ dt with J(t) = ∫_{−L/2}^{L/2} n₁L(x) e^{−t²x²}dx. At N = 4 this route and an independent erf/erfc splitting with minimum-image distances on a grid both give −1.28472342 Ry. The reference is the N = 48 value, −1.28438377 Ry = −17.4749 eV per cell. It is the converged exchange energy of these fixed model orbitals in a finite plane-wave basis, without self-consistency or correlation, and all errors of this model below are relative to it. The numerical output shows WS errors −7.002×10⁻⁶ Ry at N = 6 and −3.202×10⁻⁹ Ry at N = 10. Weighted by √6 and √10 the ratio is 1694, and ln 1694/(20 bohr) = 0.3717 /bohr, 0.8% below κ. This rate (within 5% of κ) and the alternation of sign for N = 6 to 10 were tested; the exponent ½ enters that test but was not tested by itself. Continuing from N = 10, −3.202×10⁻⁹ × e^{−4×1.8744} × √(10/14) = −1.5×10⁻¹² Ry, as printed for N = 14.

**Q.** The auxiliary function also removes the divergence, and it uses the same orbitals. Why should it not share this rate?

**A.** Because its kernel differs from 2/s at short distance, where n is large. In reciprocal space E∞ = −∫d³q/(2π)³ S∞(q) 8π/q², with S∞ the transform of n. The Gygi-Baldereschi idea is to subtract N_occF, where F has the same divergence, integrate F analytically, and sum the bounded remainder on the mesh without Q = 0 (primed sums). I take F = 8πe^{−αQ²}/Q², for which

∫d³q/(2π)³ F = [4π·8π/(8π³)] ∫₀^∞ e^{−αq²}dq = (4/π)·½√(π/α) = 2/√(πα).

Collecting the terms proportional to N_occ = S(0),

E_aux = −(1/V)Σ′[8πS/Q² − N_occF] − 2N_occ/√(πα) = −(1/V)[Σ′8πS/Q² + S(0)K₀],

K₀ = 2V/√(πα) − Σ′F(Q).

Apply the Laplacian to K. Each Q ≠ 0 term gives −8πe^{iQ·s}/V, the Q = 0 term gives nothing, and (1/V)Σ_all e^{iQ·s} = Σ_T δ(s−T), so

∇²K = −8π Σ_T δ(s−T) + 8π/V.

Since ∇²v = −8πδ(s), the difference D = K − v obeys ∇²D = 8π/V inside the cell, whatever K₀ is. K is the potential of a lattice of point charges in a neutralising background, and K₀ shifts it by a constant. With ∇²s² = 6,

D(s) = c + 4πs²/(3V) + h(s),  ∇²h = 0,  h(0) = 0.

For c, split 8π/Q² = F + R, R = 8π(1−e^{−αQ²})/Q², R(0) = 8πα. F is the potential of a Gaussian charge, 2erf(s/2√α)/s in real space, so R corresponds to 2erfc(s/2√α)/s. Poisson summation of R over all Q, minus its Q = 0 term, gives

K(s) = K₀/V + (1/V)Σ′F e^{iQ·s} + Σ_T 2erfc(|s+T|/2√α)/|s+T| − 8πα/V.

Subtract 2/s and let s → 0. The T = 0 term becomes −2erf(s/2√α)/s → −2/√(πα), because erf x ≈ 2x/√π. The first two terms add to +2/√(πα) by the definition of K₀. They cancel, and

c = −8πα/V

up to image terms of order erfc(L/2√α)/L, negligible for L ≫ √α. Adding 8πα to K₀ makes c = 0; this is the point-charge or Madelung variant, whose K₀/V is 2ξ/L for a cube, with ξ computed as 2.837297.

Since K = v + D in the cell and both schemes use the same n_L,

E_aux = E_WS − ∫_WS n_L D d³s.

This identity carries the explanation. The auxiliary scheme has the WS error plus the average of D over the exchange hole. Replacing n_L in the cell by n over all space changes polynomial moments by exponentially small amounts, by the bounds above, so the extra error expands in moments of n divided by powers of L. The expansion is asymptotic, not convergent: the moment of order l grows roughly like l!/(2κ)^l, so at fixed L the terms eventually grow, and only the first few orders are used below. Decay of ρ makes those moments finite; it does not make them zero. Dropping Q = 0 altogether means c = −2ξ/L and an error +2ξN_occ/L ∝ N_k^{−1/3}: at N = 14, 2×2.837297/70 = 0.08107 Ry, and adding the Madelung error −6.2×10⁻⁵ Ry gives the printed 0.08100 Ry.

**Q.** What is the coefficient of the leading term, and is it something physical?

**A.** It needs ∫n s². Let P be the projector with kernel ρ, P̄ = 1 − P, and Tr the trace per cell. The commutator [x,P] has kernel (x−x′)ρ(r,r′), so ∫n s_x² = Tr [x,P]†[x,P]. Inserting 1 = P + P̄,

[x,P] = (P+P̄)xP − Px(P+P̄) = A − A†,  A = P̄xP.

Since PP̄ = 0, A² = A†² = 0, and (A†−A)(A−A†) = A†A + AA†, with trace 2Tr PxP̄xP. The sum of Tr Px_iP̄x_iP over the three axes is the gauge-invariant spread Ω_I of Marzari and Vanderbilt, so ∫n s² = 2Ω_I. It measures the extent of the exchange hole. For a local potential [H,x] = −2∂_x = −2ip_x, so (E_m−E_n)⟨m|x|n⟩ = −2i⟨m|p_x|n⟩ between an empty state m and a filled state n, and Ω_I is the zone average of Σ|⟨m|2p|n⟩|²/(E_m−E_n)². In the model the 1D sum is 0.847807 bohr² and the second moment of the 1D factor of n by quadrature is m₂ = 1.695613 bohr², twice as much; Ω_I = 3×0.847807 = 2.543420 bohr².

For a cubic supercell h has no quadratic part: it would be a traceless symmetric tensor invariant under the cubic group, invariant tensors are multiples of δ_ij, and the traceless one is zero. Odd orders vanish by inversion. Then −cN_occ − (4π/3V)·2Ω_I gives

E_aux − E∞ = (8π/V)(αN_occ − Ω_I/3) + O(L⁻⁵),

and −8πΩ_I/(3V) for the Madelung variant. With V = N_kΩ this is the 1/N_k error. Reciprocal space gives the same for a cubic crystal. With M_ij = ∫n s_i s_j = (2Ω_I/3)δ_ij, S∞ ≈ N_occ − ½ΣM_ijQ_iQ_j = N_occ − Q²Ω_I/3, and e^{−αQ²} ≈ 1 − αQ². The remainder g = 8π(S∞ − N_occe^{−αQ²})/Q² tends to g(0) = 8π(αN_occ − Ω_I/3). The omitted term is −g(0)/V, so the error is +g(0)/V: the remainder is bounded at Q = 0 but not zero, and one mesh point has weight 1/V.

In numbers, −(8π/3)×2.543420/125 = −0.170462 Ry per 1/N_k. At N = 8 the law gives −0.170462/512 = −3.329×10⁻⁴ Ry against the summed −3.341×10⁻⁴ Ry, or −4.55 meV; the WS error there is −0.0020 meV. At N = 4 the two errors are −41.2 and −4.6 meV. For α = 3 bohr² the coefficient is 8π(3 − 0.847807)/125 = +0.432724 Ry, of opposite sign; at N = 14 it gives 0.432724/2744 = 1.5770×10⁻⁴ Ry against 1.5764×10⁻⁴ Ry. The local power of 1/L between N = 10 and 14 is 3.003 for the Madelung variant.

**Q.** The bracket vanishes at α = Ω_I/(3N_occ). Does that not remove the algebraic error?

**A.** It removes the 1/N_k term, but this choice of K₀ requires Ω_I, which has to be computed from the orbitals. The next term of h remains. To find it, compare fourth derivatives of K with those of the bare image sum Σ_T 2/|s−T|. Third derivatives of that sum converge absolutely (terms ~T⁻⁴), are periodic, and have the same Laplacian as those of K, because the constant 8π/V is differentiated away. The difference is periodic and harmonic, hence constant, and fourth derivatives agree. The quartic part of D therefore comes from the l = 4 term of

2/|s−T| = 2 Σ_l s^l P_l(cos γ)/T^{l+1}.

Cubic-invariant quartics are spanned by x⁴+y⁴+z⁴ and s⁴, with Laplacians 12s² and 20s², so the harmonic one is their combination with weight −3/5. On the z axis it equals 2z⁴/5. Normalising to z⁴ and matching on that axis, with T = L·(integer vector j),

h₄ = 2S₄H₄/L⁵,  H₄ = (5/2)(x⁴+y⁴+z⁴ − 3s⁴/5),  S₄ = Σ′ P₄(cos θ_j)/|j|⁵ = 3.1082.

For a product of normalised 1D factors with moments m₂ and m₄, ⟨x⁴+y⁴+z⁴⟩ = 3m₄ and ⟨s⁴⟩ = 3m₄ + 6m₂², so

⟨H₄⟩ = (5/2)(6m₄/5 − 18m₂²/5) = 3k₄,  k₄ = m₄ − 3m₂².

The error term is −6S₄k₄/L⁵ ∝ N_k^{−5/3}. Here k₄ = 14.1882 − 3×1.695613² = 5.5629 bohr⁴, and at L = 70 bohr, −6×3.1082×5.5629/70⁵ = −103.74/1.6807×10⁹ = −6.17×10⁻⁸ Ry. The Madelung error minus its 1/N_k law is −6.18×10⁻⁸ Ry, the tuned scheme with α = 0.8478 bohr² has the same error, and its local power is 5.03. That the explicit sums meet these two predicted terms also confirms the reference, to about 10⁻¹⁰ Ry, by a route that does not use the truncated kernel.

Extrapolating in 1/N_k meets the same obstacle. The Madelung and tuned errors differ by a pure 1/V term, so eliminating that term between N = 10 and 14 leaves (2744×(−6.184×10⁻⁸) − 1000×(−3.364×10⁻⁷))/1744 = +9.6×10⁻⁸ Ry. The series would stop if n were spherically symmetric: a harmonic function averages over a sphere to its central value h(0) = 0, and the tuned scheme would then be exponential too. In reciprocal space the quartic term of S∞ is ⟨(Q·s)⁴⟩/24, and its l = 4 part divided by Q² is not a polynomial, so g is not smooth at Q = 0 even after g(0) is restored. In the WS scheme K_Q is the transform of 2/s over a finite cell, finite at Q = 0 and different from 8π/Q² at Q ≠ 0; those changes set D to zero, which a single constant cannot do.

**Q.** On the coarsest meshes the table does not look so clear-cut. The tuned scheme even wins at N = 5.

**A.** The identity E_aux = E_WS − ∫n_L D accounts for it. At small N the exponential part is not yet negligible and it alternates in sign. At N = 3 the Madelung error is −4.22×10⁻³ Ry, smaller in size than its law −6.31×10⁻³ Ry; adding the WS error +2.23×10⁻³ Ry to the law gives −4.08×10⁻³ Ry, most of the way. At N = 5 the WS error is +4.77×10⁻⁵ Ry and the L⁻⁵ term is −103.74/25⁵ = −1.06×10⁻⁵ Ry; their sum, 3.71×10⁻⁵ Ry, is close to the tuned error 3.66×10⁻⁵ Ry. The win is a partial cancellation, and the same happens at N = 3 and 7; at N = 6, where the signs agree, the tuned error is −1.12×10⁻⁵ Ry against −0.70×10⁻⁵ Ry. N = 2 is too coarse for this reading: the signs agree and the two terms add to −1.91×10⁻² Ry, but the tuned error is −1.68×10⁻² Ry, smaller in size than the WS error −1.81×10⁻² Ry. At N = 2 and N = 3 the WS error is still 0.47 and 0.53 of the Madelung error in size. At N = 4, where κL = 7.5, the ratio is down to 0.11. The advantage of truncation thus needs κL of several units, not just above one, and a small κ postpones it to finer meshes.

**Q.** My crystals are not cubic, and the meshes are not either. Does the coefficient change?

**A.** It can. The quadratic part of D is ½ΣD_ij s_i s_j with D_ij = ∂_i∂_jD(0) and trace 8π/V, so the Madelung error at order 1/V is −½ΣD_ijM_ij. Split each tensor into trace and traceless parts (tilde); the mixed products vanish:

−½ΣD_ijM_ij = −(4π/3V) tr M − ½ΣD̃_ij M̃_ij.

The second term is absent if the supercell is cubic or if M is isotropic; otherwise it depends on supercell shape, and at fixed shape it scales as 1/V too. Take V₀ = 3 Ry along z, which narrows the hole to m₂z = 0.76663 bohr², and a 12×12×18 mesh, V = 60×60×90 = 324000 bohr³. An Ewald evaluation with finite differences of step 0.6 bohr gives V·D_xx = 13.513 and V·D_zz = −1.888 Ry bohr (their trace, 25.138 instead of 8π = 25.133, shows that the last digit is not reliable), against 8π/3 = 8.378 Ry bohr for a cube. The tensor law gives −½(2×13.513×1.6956 − 1.888×0.76663)/324000 = −22.19/324000 = −6.848×10⁻⁵ Ry. The trace alone gives −(4π/3)(2×1.6956 + 0.76663)/324000 = −5.375×10⁻⁵ Ry. The explicit sum, relative to the converged −1.43219386 Ry of this crystal, is −6.856×10⁻⁵ Ry: the tensor law falls about 0.1% short of it and the trace law 22% short. A constant can still cancel this order, but it must be built from the full tensor M and the shape.

**Q.** And if the sample is metallic?

**A.** The occupation jumps on the real k axis, the contour cannot be shifted, and ρ decays as a power. The error formula for E_WS still holds but its bounds are lost. A soluble case is free electrons filling the cube |k_i| < k_F = π/2a = 0.31416 /bohr, an artificial Fermi sea chosen because it factorises. Per axis ρ₁ = sin(k_Fs)/(πs). For N = 14, 30, 62 the N/2 occupied points lie symmetrically about zero, and the geometric sum gives ρ₁L = sin(k_Fs)/(L sin(πs/L)). Then

n₁L − n₁ = a sin²(k_Fs) [1/(L² sin²(πs/L)) − 1/(π²s²)] ≈ a sin²(k_Fs)/(3L²)

for s ≪ L, from 1/sin²u − 1/u² → 1/3. As an estimate, weight this with v ≈ 2/s along the axis: the integral from s ~ a to L/2 gives −(ln L)/L² times a constant, and the tail ∫s⁻²·s⁻¹ds gives a term of order L⁻². The errors relative to the analytic limit −0.04483 Ry are −1.126×10⁻³, −3.258×10⁻⁴ and −9.47×10⁻⁵ Ry. The local power is ln(3.258/0.9471)/ln(62/30) = 1.70, and the test made was that it lies between 1 and 2.3. Multiplied by N² the sizes are 0.221, 0.293 and 0.364 Ry, with increments of 0.095 and 0.098 Ry per unit of ln N, as the estimate suggests. At N = 14 this metal's error is 2.5% of its exchange energy, while that of the insulator is about 10⁻¹² of its own. The power found belongs to this Fermi-surface shape; a curved surface was not treated.

Computed values

```
a = 5.0 bohr, V0 = 1.0 Ry, alpha = 3.0 bohr^2, cell volume = 125.0 bohr^3
1D band edges: -0.27527 -0.17277 0.80296 Ry; 3D gap = 0.77071 Ry
branch point E = 0.1816 Ry, mu = -3.33511
kappa = 0.37488 1/bohr, kappa*a = 1.87438
rho(0,na), n=0,1,6,10: 4.7252e-01 -1.7592e-02 6.6539e-07 2.8790e-10 1/bohr
decay rate of sqrt(n)|rho|, n=6..10: 0.37451 1/bohr
m2 = 1.695613 bohr^2, 1D spread (k.p) = 0.847807 bohr^2, Omega_I = 2.543420 bohr^2
m4 = 14.1882 bohr^4, k4 = 5.5629 bohr^4
lattice sum S4 = 3.1082 (dimensionless)
reference E_x (N=48) = -1.2843837714 Ry = -17.474931 eV per cell
Madelung coefficient -(8pi/3)Omega_I/cell = -0.170462 Ry (times 1/N_k)
auxiliary coefficient 8pi(alpha-Omega_I/3)/cell = 0.432724 Ry
N, errors in Ry: WS | no Q=0 | Madelung | its 1/N_k law | auxiliary | tuned alpha
 2 -1.805e-02 +5.294e-01 -3.8069e-02 -2.1308e-02 +3.7276e-02 -1.676e-02
 3 +2.234e-03 +3.741e-01 -4.2194e-03 -6.3134e-03 +1.8121e-02 +2.094e-03
 4 -3.397e-04 +2.807e-01 -3.0251e-03 -2.6635e-03 +6.3996e-03 -3.617e-04
 5 +4.767e-05 +2.257e-01 -1.3271e-03 -1.3637e-03 +3.4984e-03 +3.658e-05
 6 -7.002e-06 +1.884e-01 -8.0039e-04 -7.8917e-04 +1.9921e-03 -1.122e-05
 7 +1.009e-06 +1.616e-01 -4.9796e-04 -4.9697e-04 +1.2606e-03 -9.881e-07
 8 -1.484e-07 +1.415e-01 -3.3410e-04 -3.3293e-04 +8.4400e-04 -1.167e-06
 9 +2.168e-08 +1.259e-01 -2.3437e-04 -2.3383e-04 +5.9304e-04 -5.433e-07
10 -3.202e-09 +1.133e-01 -1.7080e-04 -1.7046e-04 +4.3239e-04 -3.364e-07
14 -1.543e-12 +8.100e-02 -6.2183e-05 -6.2122e-05 +1.5764e-04 -6.184e-08
N=4 WS energy: Gaussian route -1.28472342, split route -1.28472342 Ry
decay rate of sqrt(N)|WS error|, N=6..10: 0.37173 1/bohr
Madelung K0/Vol times L/2 (N=14) = 2.837297 (dimensionless)
N=14 Madelung: error - 1/N_k law = -6.1838e-08 Ry, L^-5 law = -6.1727e-08 Ry
powers of 1/L, N=10..14: no Q=0 0.998, Madelung 3.003, tuned 5.034
N=4: WS error -4.621e+00 meV, Madelung -41.159 meV
N=8: WS error -2.019e-03 meV, Madelung -4.546 meV
anisotropic: V0z = 3.0 Ry, mesh 12x12x18, m2z = 0.76663 bohr^2, E_ref = -1.43219386 Ry
Vol*Hessian of K-v: xx 13.513, zz -1.888 Ry bohr; 8pi/3 = 8.378
Madelung error -6.8561e-05, tensor law -6.8483e-05, trace-only law -5.3754e-05 Ry
metal: kF = 0.31416 1/bohr, E_ref = -0.04483168 Ry
metal WS error N=14,30,62: -1.126e-03 -3.258e-04 -9.471e-05 Ry
metal local power of 1/L, N=30..62: 1.702
```
